# Silicon nanocrystal diameter for a confinement shift of ten kT

## The question

Anodic or metal-assisted etching of silicon in a fluoride solution can leave a porous skeleton with crystallites a few nanometres across. An electron and a hole confined in such a crystallite have a higher energy than in bulk silicon, and the light they emit is shifted towards the blue. At what diameter does this shift reach ten times the thermal energy at room temperature?

Let $\Delta E$ be the rise of the lowest electron-hole pair energy above the bulk gap. Silicon emits mainly with the help of a phonon, which changes the photon energy by the phonon energy. If that energy does not depend on size, it drops out of the shift. The condition is $\Delta E=10kT$ at $T=300$ K, where $kT=0.02585$ eV and $10kT=0.2585$ eV. Lengths are in nm and energies in eV.

The model is a sphere of radius $R=d/2$ with effective-mass electrons and holes. Its leading form has impenetrable walls and no attraction between the carriers. The first corrections then show how far that form can be trusted.

## Leading order

For a carrier of mass $m$ in an s state, put $\psi=u(r)/r$. Since $\nabla^2\psi=u''/r$, the Schrödinger equation inside the sphere becomes

$$-\frac{\hbar^2}{2m}u''=Eu,\qquad u(0)=u(R)=0 .$$

The first condition keeps $\psi$ finite at the centre and the second is the hard wall. Hence $u=\sin kr$, the lowest level has $kR=\pi$, and

$$E=\frac{\hbar^2\pi^2}{2mR^2}.$$

Adding the electron and hole energies, with $1/\mu=1/m_e+1/m_h$ and $R=d/2$, gives

$$\Delta E_0=\frac{\pi^2\hbar^2}{2\mu R^2}=\frac{2\pi^2\hbar^2}{\mu d^2},\qquad
d_*=\pi\hbar\sqrt{\frac{2}{10\,\mu kT}} .$$

The shift exceeds $10kT$ for $d<d_*$.

### Which electron mass

A silicon conduction valley has one longitudinal mass $m_l$ and two transverse masses $m_t$. In the isotropic trial state $\sin(\pi r/R)/r$, symmetry gives $\langle k_x^2\rangle=\langle k_y^2\rangle=\langle k_z^2\rangle=\pi^2/(3R^2)$. The kinetic energy therefore contains the mean inverse mass:

$$\frac1{m_e}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right).$$

By the variational principle this energy is an upper bound for the anisotropic valley. With the rough values $m_l=0.92\,m_0$ and $m_t=0.19\,m_0$, $m_e=0.2583\,m_0$. Diagonalization with the full mass tensor gives 0.980 times the mean-mass energy, so the averaging costs 2%.

### Which hole mass

The valence-band top is built from three p-like Bloch states, so the hole envelope is a vector $\boldsymbol\psi$. With warping neglected, the kinetic energy quadratic in $\mathbf k$ has two constants, one for $\boldsymbol\psi$ transverse to $\mathbf k$ and one for $\boldsymbol\psi$ along it:

$$H_{ij}=\frac{\hbar^2}{2m_0}\left[\gamma_Tk^2\delta_{ij}+(\gamma_L-\gamma_T)k_ik_j\right]+\Delta P_{ij}.$$

Here $\Delta>0$ is the spin-orbit splitting and $P$, which also acts on spin, projects on the split-off states with $J=1/2$. Hole energies are counted positive from the band top.

To relate the constants to measured masses, take $\mathbf k$ along $z$ near the band edge. The $J=3/2$, $m_J=3/2$ state has no $Z$ component, so $m_0/m_{hh}=\gamma_T$. The $m_J=1/2$ state has weight $2/3$ on $Z$, so $m_0/m_{lh}=\gamma_T+\tfrac23(\gamma_L-\gamma_T)$. Solving for $\gamma_L$,

$$\gamma_L=\gamma_T+\frac32\left(\frac{m_0}{m_{lh}}-\frac{m_0}{m_{hh}}\right).$$

Now use an s-like trial state with a fixed $J=3/2$ Bloch part. The projector $P$ gives zero, and $\langle k_ik_j\rangle=\delta_{ij}\langle k^2\rangle/3$. The inverse mass is then

$$\frac{m_0}{m_h}=\gamma_T+\frac{\gamma_L-\gamma_T}{3}
=\frac12\left(\frac{m_0}{m_{hh}}+\frac{m_0}{m_{lh}}\right).$$

This is an upper bound for any $\Delta$. For $m_{hh}=0.44\,m_0$ and $m_{lh}=0.16\,m_0$, again rough values, it gives $m_h=0.2347\,m_0$.

A lower bound follows from $\Delta=0$, because $\Delta P$ has no negative eigenvalues and cannot lower the lowest level of a given symmetry. The condition that fixes that level can be written in closed form. Define $Q_i=\hat r_i\hat r_z-\delta_{iz}/3$. Differentiating $j_0(kr)$ twice, with $j_0'=-j_1$ and $j_2(x)=3j_1(x)/x-j_0(x)$, gives

$$\frac{1}{k^2}\partial_i\partial_zj_0(kr)=-\frac13\delta_{iz}j_0(kr)+Q_ij_2(kr).$$

The right side is a gradient, hence a longitudinal field. Adding $\delta_{iz}j_0(kr)$ makes its divergence vanish, because $\nabla^2j_0=-k^2j_0$, and gives the transverse field $\tfrac23\delta_{iz}j_0+Q_ij_2$. Both must have the same energy, so $\gamma_Tk_T^2=\gamma_Lk_L^2$. Let $a=k_TR$ and $b=k_LR=a\sqrt{\gamma_T/\gamma_L}$. A combination with amplitudes $\alpha$ (transverse) and $\beta$ (longitudinal) vanishes at the wall if

$$2\alpha j_0(a)-\beta j_0(b)=0,\qquad \alpha j_2(a)+\beta j_2(b)=0 .$$

A nonzero solution requires

$$2j_0(a)j_2(b)+j_2(a)j_0(b)=0 .$$

The root is $a=4.197$. With $\gamma_T=2.273$, the level is $\gamma_Ta^2/(\pi^2m_0/m_h)=0.952$ times the mean-mass value. The same total symmetry with spin also admits a divergence-free d-wave field, but its centrifugal energy puts it above the p-wave root 4.493 found below. In this isotropic model the s-like hole level thus lies between 0.952 and 1 times the mean-mass value, whatever the spin-orbit splitting. The warping of silicon's real valence bands, neglected here, takes it below this range: with the Luttinger parameters 4.285, 0.339 and 1.446 and $\Delta=0.044$ eV, the hard-wall level at a diameter near 7 nm is about 0.91 times the mean-mass value.

### The leading number

The reduced mass is $\mu=0.1230\,m_0$. With $\hbar^2/m_0=0.07620$ eV nm²,

$$d_*=\sqrt{\frac{2\pi^2(0.07620)}{(0.1230)(0.2585)}}\ \text{nm}=6.88\ \text{nm}\quad(130\ \text{bohr}).$$

The electron supplies 0.1231 eV and the hole 0.1355 eV.

Density-of-states masses would answer a different question. They count states, and for the electron they include all six valleys; as long as the walls do not couple the valleys, the energy of one confined state does not depend on how many equivalent valleys exist. Inserting them (1.06 and 0.50 $m_0$) would give 4.1 nm.

## First correction from the walls

Let the barrier have height $V$ and mass $m_b$. Outside, $u\propto e^{-\kappa r}$ with $\kappa=\sqrt{2m_b(V-E)}/\hbar$. Continuity of $\psi$ and of $\psi'/m$, which conserves the current, gives

$$\frac1m\left(k\cot kR-\frac1R\right)=-\frac1{m_b}\left(\kappa+\frac1R\right).$$

Multiply by $mR$ and write $x=kR$:

$$x\cot x=1-\frac{m}{m_b}(1+\kappa R).$$

For a high barrier the right side is large and negative, so $x=\pi-\delta$ with small $\delta$. Then $\cot x=-\cot\delta\simeq-1/\delta$ and the left side is about $-\pi/\delta$. Keeping the largest term on the right, $\delta\simeq\pi m_b/(m\kappa R)$. To this order $E$ may be dropped beside $V$ in $\kappa$, so

$$x\simeq\pi\left(1-\frac{\ell}{R}\right),\qquad \ell=\frac{m_b}{m}\frac{\hbar}{\sqrt{2m_bV}},\qquad
E\simeq\frac{\hbar^2\pi^2}{2mR^2}\left(1-\frac{2\ell}{R}\right).$$

The carrier behaves as if the wall stood a distance $\ell$ further out. This correction to the energy scales as $R^{-3}$.

For an oxide shell take the rough values $V_e=3.0$ eV, $V_h=4.0$ eV and $m_b=0.5\,m_0$. Then

$$\ell_e=\frac{0.5}{0.2583}\sqrt{\frac{0.0762}{3.0}}=0.309\ \text{nm},\qquad
\ell_h=\frac{0.5}{0.2347}\sqrt{\frac{0.0762}{4.0}}=0.294\ \text{nm}.$$

At $R_*=d_*/2=3.44$ nm the relative shifts $-2\ell/R_*$ are $-0.180$ and $-0.171$. The energy shift is $-(0.180)(0.1231)-(0.171)(0.1355)=-0.045$ eV. The full matching condition gives $-0.041$ eV, so the first correction overstates the effect by about a tenth.

## First correction from the charges

### Attraction

With equal s densities, the probability of finding a carrier at $s=r/R$ is $p(s)=2\sin^2\pi s=1-\cos2\pi s$. The probability of finding it within $s$ is $s-\sin(2\pi s)/2\pi$. A spherical shell acts on charges outside it as if concentrated at the centre, so the mean inverse distance is $C/R$, where

$$C=2\int_0^1\frac{1-\cos2\pi s}{s}\left(s-\frac{\sin2\pi s}{2\pi}\right)ds .$$

The factor 2 counts either carrier as the outer one. The first term in the bracket integrates to 2. In the second, $\sin2\pi s\cos2\pi s=\tfrac12\sin4\pi s$. With $\mathrm{Si}(y)=\int_0^y(\sin t/t)\,dt$,

$$C=2-\frac{\mathrm{Si}(2\pi)}{\pi}+\frac{\mathrm{Si}(4\pi)}{2\pi}=1.786 .$$

The attraction is $-Ce^2/(4\pi\varepsilon_0\varepsilon_iR)$. For $\varepsilon_i=11.7$ it is $-0.0639$ eV at $R_*$.

### Polarization of the surface

The oxide, taken here to fill all space outside the sphere, has a lower permittivity, $\varepsilon_o=3.9$, so each charge polarizes the interface. For a charge at $s$, write the $n$th multipole of the potential, in units of $e/(4\pi\varepsilon_0R)$ and with $t=r/R$, as

$$s^n\left(\frac{t^{-n-1}}{\varepsilon_i}+\alpha_nt^n\right)\ \text{inside, }t>s;\qquad
c_nt^{-n-1}\ \text{outside}.$$

Continuity at $t=1$ gives $c_n=s^n(1/\varepsilon_i+\alpha_n)$. Continuity of the normal displacement gives $s^n[-(n+1)+n\varepsilon_i\alpha_n]=-(n+1)\varepsilon_oc_n$. Eliminating $c_n$,

$$\alpha_n=\frac{(n+1)(\varepsilon_i-\varepsilon_o)}{\varepsilon_i[n\varepsilon_i+(n+1)\varepsilon_o]} .$$

Each carrier has self-energy $\tfrac12\sum_n\alpha_n\langle s^{2n}\rangle$ in units of $e^2/(4\pi\varepsilon_0R)$; the half arises because the charge creates the field it feels. The mutual term has the opposite sign and, for s densities, survives angular averaging only at $n=0$, where it is $-\alpha_0$. This cancels the two monopole self-energies. The remainder is

$$\frac{e^2}{4\pi\varepsilon_0R}\sum_{n\ge1}\alpha_n\langle s^{2n}\rangle=0.0338\,\frac{e^2}{4\pi\varepsilon_0R},$$

or $+0.0141$ eV at $R_*$. The net charge correction is $-0.0498$ eV and scales as $R^{-1}$.

## The window of the leading law

The two corrections work at opposite ends of the size range. Relative to $\Delta E_0$, their first-order sum is $-q(R)$ with

$$q(R)=AR+\frac{B}{R}.$$

The values at $R_*$ fix the coefficients:

$$A=\frac{0.0498}{(0.2585)(3.44)}=0.056\ \text{nm}^{-1},\qquad
B=\frac{(0.045)(3.44)}{0.2585}=0.60\ \text{nm}.$$

Setting $q'=A-B/R^2=0$ gives $R=\sqrt{B/A}=3.3$ nm and $q_{\min}=2\sqrt{AB}=0.37$. At first order, then, these parameters leave no size at which the leading law is accurate to better than about 37%. The sphere with $d_*=6.9$ nm is already close to the most favourable size.

In a larger crystallite the attraction eventually outweighs confinement. Its ratio to $\Delta E_0$ is $2CR/(\pi^2a_x)$, where $a_x=4\pi\varepsilon_0\varepsilon_i\hbar^2/(\mu e^2)=5.0$ nm is the exciton Bohr radius. For $R\gg a_x$ the pair moves as a bound exciton, and the separate-carrier picture fails. In a much smaller crystallite $\ell/R$ is no longer small, and the effective-mass description itself becomes doubtful.

## The corrected diameter

Let $\Delta E=\Delta E_0(1-\eta)$, with $\eta$ the total relative reduction. Put $d=d_*(1+\sigma)$. To first order $\Delta E_0=10kT(1-2\sigma)$, so the condition $\Delta E=10kT$ requires $-2\sigma-\eta=0$, or

$$d\simeq d_*\left(1-\frac{\eta_*}{2}\right),$$

with $\eta_*$ evaluated at $d_*$. Electron anisotropy contributes $-0.0025$ eV and hole mixing, at its $\Delta=0$ limit, $-0.0065$ eV. Together with the walls and charges,

$$\eta_*=\frac{0.045+0.050+0.009}{0.2585}=0.40,\qquad d\simeq6.88(1-0.20)=5.5\ \text{nm}.$$

A fuller calculation uses the finite-barrier levels, multiplies them by the anisotropy and mixing factors, and adds the charge terms. Applying these factors to finite-barrier levels is an approximation. At $d_*$ it gives

$$0.980(0.1030)+0.952(0.1142)-0.0639+0.0141=0.160\ \text{eV},$$

which is $6.2kT$ instead of $10kT$. Solving for $10kT$ gives $d=5.4$ nm (103 bohr). The transfer of the factors errs upward, because $\ell\propto1/m$ is largest along the light-mass directions, which carry most of the energy. Solving the anisotropic electron and the $\Delta=0$ hole directly with the same barriers lowers the pair energy near 5.4 nm by a further 0.023 to 0.026 eV, depending on how the off-diagonal hole terms are ordered at the interface. That would reduce the diameter by 4 to 5%, to about 5.2 nm.

The agreement between 5.5 and 5.4 nm is partly a cancellation. If the first-order energy is kept but its equation is solved without linearizing in $\sigma$, then $y=d/d_*$ obeys

$$\frac{0.965}{y^2}-\frac{0.193}{y}-\frac{0.175}{y^3}=1,$$

where the numerators are the relative contributions at $d_*$. The root that goes over into $y=1$ as the corrections vanish is $y=0.77$, or 5.3 nm. A second root, near $y=0.2$, lies where the wall correction is no longer small and has no physical meaning. The two truncations therefore err in opposite directions, and their spread is a fairer sign of the uncertainty of the expansion than the closeness of one of them.

Several smaller uncertainties remain within the model. The charge terms use hard-wall densities; behind finite barriers the carriers spread further out, which weakens their attraction. Correlation between the carriers, left out at first order in the attraction, lowers the energy. Neither effect is included in the 5.4 nm. The upper hole bound would raise the energy at $d_*$ by about $0.048\times0.1142=0.005$ eV. Between 6.9 and 5.4 nm the corrected energy changes from 0.160 to 0.2585 eV, or about 0.004 eV for each per cent of diameter, so this raises the diameter by one to two per cent. Electron nonparabolicity, from $E(1+\alpha E)=E_0$ with the rough value $\alpha=0.5$ eV⁻¹, lowers the hard-wall electron energy at $d_*$ by 0.007 eV. This moves the diameter by a similar amount in the other direction, and is not included in the 5.4 nm.

## What ten kT does and does not mean

A pair shift of $10kT$ does not imply that excited levels lie $10kT$ above the lowest one. For holes at $\Delta=0$, the field $j_1(kr)\,\hat{\mathbf r}\times\hat{\mathbf z}$ is free of divergence, so it feels $\gamma_T$ alone. It vanishes at the wall when $j_1(kR)=0$, with first root 4.493. Its distance from the s-like level, for hard walls at $d_*$, is

$$\frac{\hbar^2\gamma_T}{2m_0R_*^2}\left(4.493^2-4.197^2\right)=0.019\ \text{eV}=0.73\,kT .$$

Thermal excitation between these hole levels is therefore possible even though the photon shift in the leading model is $10kT$. At 5.4 nm the same hard-wall formula, which scales as $d^{-2}$, gives about $1.2kT$. Finite barriers lower the s-like level more than the heavier p-like one and roughly double these spacings, to about $1.4kT$ at $d_*$ and $2.4kT$ at 5.4 nm, still far below $10kT$.

## Beside real porous silicon

The masses, permittivities and barriers used here are rough typical values for silicon in silicon oxide. Diameters of 5 to 7 nm lie within the nanometre scale that etching can produce. With a room-temperature bulk gap of roughly 1.1 eV, a shift of 0.26 eV corresponds to a pair energy near 1.4 eV, in the near infrared; visible emission by this mechanism needs smaller crystallites. Real porous silicon breaks the assumption of isolated, equal spheres. If the crystallite is instead a long cylinder, the hard-wall condition becomes $J_0(kR)=0$, with first root 2.405 in place of $\pi$. With the same isotropic masses and no other correction, the leading diameter falls from 6.9 to $6.88\times2.405/\pi=5.3$ nm. Surface states, strain and a spread of sizes can also change the emission energy, and this model does not size them. Freshly etched silicon is terminated by hydrogen rather than oxide, so the oxide barriers do not describe it, and empty pores around a thin coating strengthen the surface polarization: $\varepsilon_o=1$ with the same barriers gives 5.6 nm. For a sphere embedded in thick oxide at 300 K, the estimate is about 7 nm at leading order and about 5.4 nm with the corrections as combined here, while a joint treatment of masses and barriers and the valence-band warping move it down towards 5 nm; the numerical output below gives the separate contributions.

## Calculated quantities

```
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Target 10 kT: 0.2585 eV
hbar^2/m0: 0.07620 eV nm^2
Electron longitudinal mass: 0.92 m0
Electron transverse mass: 0.19 m0
Heavy-hole mass: 0.44 m0
Light-hole mass: 0.16 m0
Electron confinement mass: 0.2583 m0
Hole confinement mass: 0.2347 m0
Reduced mass: 0.1230 m0
Simple diameter: 6.879 nm
Simple diameter: 130.0 bohr
Electron part at simple diameter: 0.1231 eV
Hole part at simple diameter: 0.1355 eV
Pair energy by Ritz diagonalization: 0.2585 eV
All-valley density-of-states electron mass: 1.0614 m0
Density-of-states hole mass: 0.5022 m0
Diameter from density-of-states masses: 4.131 nm
Electron level / mean-mass level: 0.9798
Hole s level / mean-mass level, no spin-orbit: 0.9519
Transverse hole inverse mass: 2.2727 1/m0
Longitudinal hole inverse mass: 8.2386 1/m0
Hole s root a: 4.1972
Hole p root: 4.4934
Hole s-p spacing at simple diameter: 0.0188 eV
Hole s-p spacing / kT: 0.729
Electron barrier: 3.0 eV
Hole barrier: 4.0 eV
Barrier mass: 0.5 m0
Electron level with finite barrier: 0.1030 eV
Hole level with finite barrier: 0.1142 eV
Shift from finite barriers: -0.0413 eV
Shift from electron anisotropy: -0.0025 eV
Shift from hole mixing, no spin-orbit: -0.0065 eV
Inner relative permittivity: 11.7
Outer relative permittivity: 3.9
Attraction coefficient C: 1.7861
Attraction energy: -0.0639 eV
Polarization coefficient: 0.03378
Polarization energy: 0.0141 eV
Nonparabolicity parameter: 0.5 1/eV
Electron nonparabolic shift: -0.0068 eV
Exciton Bohr radius: 5.04 nm
Corrected energy at simple diameter: 0.1599 eV
Corrected energy / kT: 6.18
Corrected diameter: 5.428 nm
Corrected diameter: 102.6 bohr
```
